\section*{Single-Precision Storage of the Total Energy of a Silicon Cell}

\section{Problem}

An all-electron calculation for a cell of 64 silicon atoms gives a total energy $E$ near $-18500$ hartree. The calculation is done in double precision, and its result is then written to a file in IEEE single precision, as a number of hartrees. Single precision keeps a sign, an exponent and a significand of 24 binary digits. Writing rounds $E$ to the nearest number that the format can hold.

\begin{enumerate}
\item How far apart are neighbouring storable energies near $E$, in meV?
\item How large can the error of one stored energy be, and that of a difference of two? What are the root-mean-square (rms) errors if the energies fall at random positions between storable values?
\item Two configurations of the cell differ by $20$ meV. What difference do the stored energies show?
\item How can the loss be avoided?
\end{enumerate}

Errors made by doing the calculation itself in single precision are a separate matter and are not treated. The conversion used is $1$ hartree $=27.2114$ eV.

\section{First estimate by scaling}

A floating-point format has a roughly constant relative resolution. With 24 binary digits, of which the first is always 1 for the numbers considered here, the last digit is worth $2^{-23}$ of the first. The spacing $s$ should therefore scale as
\begin{equation}
s_{\rm est}=2^{-23}|E| .
\label{eq:est}
\end{equation}
Since $2^{23}=8388608$,
\begin{equation}
s_{\rm est}=\frac{18500}{8388608}\ \text{hartree}
=0.00221\ \text{hartree}\approx 60\ \text{meV}.
\end{equation}

The estimate shows where the difficulty lies. The resolution is set by the total energy, most of which belongs to core electrons that hardly change between configurations, while the quantity of interest is a small difference. The estimate also predicts that $s$ grows in proportion to the number of atoms and that it does not depend on the unit of energy. Both predictions need correction.

\section{Exact solution}

\subsection{The spacing}

Let $p$ be the integer for which
\begin{equation}
2^{p}\le |E|<2^{p+1}.
\label{eq:interval}
\end{equation}
A storable number in this interval has 24 binary digits, the first of which stands for $2^p$. The last then stands for $2^{p-23}$, so every storable magnitude can be written as
\begin{equation}
|E|=M\,2^{p-23},\qquad 2^{23}\le M<2^{24},
\label{eq:grid}
\end{equation}
with $M$ an integer. Neighbours differ by one unit in $M$, hence by
\begin{equation}
s=(M+1)2^{p-23}-M\,2^{p-23}=2^{p-23}.
\label{eq:step}
\end{equation}
The spacing is the same throughout the interval and doubles when $|E|$ passes the next power of two.

For the silicon cell, $2^{14}=16384\le 18500<32768=2^{15}$, so $p=14$ and
\begin{equation}
s=2^{14-23}=2^{-9}\ \text{hartree}=0.001953125\ \text{hartree}=53.15\ \text{meV}.
\label{eq:result}
\end{equation}
This is the spacing for the whole cell. Divided by 64 it is $0.830$ meV per atom, which looks harmless, but a defect or a displaced atom changes the energy of the cell, and for such a change the full $53$ meV counts.

The result does not require an accurate value of $E$. Any energy per atom between $-256$ and $-512$ hartree puts the 64-atom cell in the same interval and gives the same $s$.

\subsection{Errors of energies and differences}

Let $\tilde E=E+e$ be the stored energy. Rounding to nearest gives
\begin{equation}
|e|\le \frac{s}{2}=26.57\ \text{meV}.
\end{equation}
If the position of $E$ between storable values is random and uniformly distributed, $e$ is uniform between $-s/2$ and $s/2$. Its mean vanishes, and its mean square is
\begin{equation}
\langle e^2\rangle=\frac1s\int_{-s/2}^{s/2}e^2\,de
=\frac1s\cdot\frac{2}{3}\left(\frac{s}{2}\right)^3=\frac{s^2}{12}.
\end{equation}
The rms error is $s/\sqrt{12}=15.34$ meV.

For two energies the error of the difference is
\begin{equation}
(\tilde E_2-\tilde E_1)-(E_2-E_1)=e_2-e_1 .
\end{equation}
Its magnitude is at most $s/2+s/2=s$. If the two positions are independent, $\langle e_1e_2\rangle=0$ and
\begin{equation}
\langle (e_2-e_1)^2\rangle=\langle e_2^2\rangle+\langle e_1^2\rangle=\frac{s^2}{6},
\label{eq:diffrms}
\end{equation}
which gives an rms error of $21.70$ meV. Random energies drawn uniformly from a window one hartree wide around $-18500$ hartree, then actually stored, gave rms errors of $15.36$ meV for single energies and $21.69$ meV for differences.

\subsection{A difference smaller than the spacing}

Let the true difference be $d=E_2-E_1$ with $0<d<s$. Write $E_1=ks+x$, where $k$ is an integer and $-s/2<x<s/2$, so that $E_1$ is stored as $ks$. Exact ties between two storable values have zero probability for random positions and are left out. The second energy is $ks+x+d$. It is also stored as $ks$ if $x+d<s/2$, and as $(k+1)s$ if $x+d>s/2$. The stored difference is thus either $0$ or $s$, never $d$.

For uniformly distributed $x$, the value $s$ occurs when $x$ lies between $s/2-d$ and $s/2$. This range has length $d$ out of a total length $s$, so the probability is
\begin{equation}
P(s)=\frac{d}{s},\qquad P(0)=1-\frac{d}{s}.
\label{eq:prob}
\end{equation}
The mean stored difference is $s\,P(s)=d$. The average over many random positions is therefore correct, although each single result is wrong. The error is $-d$ in the first case and $s-d$ in the second, and its mean square is
\begin{align}
\left(1-\frac ds\right)d^2+\frac ds(s-d)^2
&=d^2-\frac{d^3}{s}+ds-2d^2+\frac{d^3}{s}\nonumber\\
&=d(s-d).
\label{eq:smallrms}
\end{align}

For $d=20$ meV the probability of reading $53.15$ meV is $20/53.15=0.376$, and that of reading zero is $0.624$. The rms error is
\begin{equation}
\sqrt{20\times 33.15}\ \text{meV}=25.7\ \text{meV},
\end{equation}
more than the difference itself. By Eq.~(\ref{eq:smallrms}) this happens whenever $d(s-d)>d^2$, that is, for $d<s/2$.

A larger difference can be written as $d=ns+r$ with integer $n$ and $0\le r<s$. The part $ns$ moves the energy by whole steps and leaves its position between storable values unchanged, so the mean-square error is $r(s-r)$. It varies periodically with $d$ and is largest at $r=s/2$, where it equals $s^2/4$. The rms error is therefore at most $s/2$ for any $d$, and relative to $d$ it is at most $s/(2d)$, a bound that falls as $d$ increases. Averaging over a uniform $r$ gives
\begin{equation}
\frac1s\int_0^s r(s-r)\,dr=\frac{s^2}{2}-\frac{s^2}{3}=\frac{s^2}{6},
\end{equation}
in agreement with Eq.~(\ref{eq:diffrms}).

\subsection{A series of configurations}

Let the starting configuration have $E_1=-18500$ hartree, and let others lie $10$, $20$, \ldots, $100$ meV above it. The starting energy is itself storable, because $18500/2^{-9}=9472000$ is an integer within the limits of Eq.~(\ref{eq:grid}). Here $x=0$, and the stored difference jumps where $d$ passes $s/2=26.57$ meV and $3s/2=79.72$ meV. True differences of $10$ and $20$ meV are stored as zero, those from $30$ to $70$ meV as $53.15$ meV, and those from $80$ to $100$ meV as $106.29$ meV.

Now lower all the energies by $0.0007$ hartree, or $19.05$ meV, keeping the true differences fixed. The starting energy is still stored as $-18500$ hartree, since the shift is less than $s/2$. The jumps move up by the size of the shift, to
\begin{align}
26.57+19.05&=45.62\ \text{meV},\\
79.72+19.05&=98.77\ \text{meV}.
\end{align}
The configurations at $30$ and $40$ meV are now stored as level with the start, and those at $80$ and $90$ meV drop from $106.29$ to $53.15$ meV. A constant shift has no physical meaning, yet it changes four of the ten stored differences by a full step.

\subsection{Avoiding the loss}

Double precision has 53 binary digits in the significand, so $23$ is replaced by $52$ in Eq.~(\ref{eq:step}):
\begin{equation}
s_{\rm double}=2^{14-52}=2^{-38}\ \text{hartree}\approx 9.9\times10^{-11}\ \text{eV}.
\end{equation}

If the file must remain in single precision, a fixed reference $E_0$ can be subtracted in double precision before writing. Suppose that the remainder $R=E-E_0$ is at most $0.5$ hartree in magnitude. The coarsest spacing below this limit belongs to $2^{-2}\le|R|<2^{-1}$, where $p=-2$ and the spacing is $2^{-25}$ hartree. The rounding error is then at most half of this,
\begin{equation}
2^{-26}\ \text{hartree}=0.405\ \mu\text{eV}.
\end{equation}
The same $E_0$ should be used for all configurations that are to be compared; if different references are used, each must be recorded and their difference restored in double precision.

The order of operations matters. Subtracting $E_0$ after writing gives $\tilde E-E_0=R+e$, with the old error $e$ of up to $26.57$ meV still present. The digits were lost when the total energy was rounded.

\section{Comparison of estimate and exact result}

Define $\mu=|E|/2^p$, which by Eq.~(\ref{eq:interval}) satisfies $1\le\mu<2$. Then Eqs.~(\ref{eq:est}) and (\ref{eq:step}) give
\begin{equation}
s=2^{-23}\,2^p=\frac{2^{-23}|E|}{\mu}=\frac{s_{\rm est}}{\mu}.
\label{eq:compare}
\end{equation}
The estimate is never too small, and it is too large by less than a factor of two. Here $\mu=18500/16384=1.129$, and $60.0/1.129=53.1$ meV, so the estimate is $13\%$ above the exact spacing.

\paragraph{Size of the cell.} The estimate grows linearly with the number of atoms $N$, whereas the exact spacing is constant between powers of two. With the energy per atom held at $-18500/64=-289.06$ hartree, the limits $16384$ and $32768$ hartree correspond to $N=56.7$ and $N=113.4$. All cells from 57 to 113 atoms therefore share the spacing of $53.15$ meV, and it doubles at 114 atoms. Over many doublings of the cell the linear law holds as a trend, with the factor $\mu$ as the deviation.

\paragraph{Unit of energy.} The estimate expressed in meV is the same for every unit, but $\mu$ is not. In rydbergs the stored number is twice as large, $p$ rises by one, $\mu$ is unchanged, and the spacing is again $53.15$ meV. In electronvolts the number is about $503411$, which lies between $2^{18}=262144$ and $2^{19}=524288$. The spacing is then $2^{18-23}$ eV $=31.25$ meV, with $\mu=1.920$. The statement that the energy is quantized in steps of about $53$ meV thus holds for storage in hartree or rydberg.

The gain from electronvolts is an accident of this cell size. The limit $2^{19}$ eV corresponds to $19267$ hartree, which the same energy per atom reaches between 66 and 67 atoms. For 67 atoms the spacing in electronvolts is $62.5$ meV, coarser than in hartree.

\section{The real silicon cell}

The value $-18500$ hartree is a round number, and its place between powers of two can be checked. An all-electron unrestricted Hartree--Fock calculation of the free silicon atom in an uncontracted cc-pVDZ basis gives $-288.850$ hartree, or $-18486.4$ hartree for 64 atoms. Three omissions lower the energy per atom: correlation by $0.211$ hartree in second-order perturbation theory, which in this basis captures only part of it; scalar relativity by $0.604$ hartree; and binding in the solid by $0.184$ hartree, from a rough $5$ eV per atom. Together they give $-18550.3$ hartree. The sum is not converged with respect to the basis: it is about $1.4$ hartree lower in an uncontracted cc-pVTZ basis, and about $13$ hartree lower in an uncontracted cc-pCVTZ basis, which has additional functions for the correlation of core electrons. It is not a reference energy for the crystal, but it is far from both $-16384$ and $-32768$ hartree, so these effects leave the spacing unchanged. The spacing does depend on the assumption that all electrons are included. With a pseudopotential that keeps four valence electrons, and with the energy measured from separated ion cores and valence electrons at rest (some codes use another zero, such as the free atoms, and report much smaller numbers), the energy is roughly $-4$ hartree per atom, so the cell lies near $-256$ hartree, close to a power of two. The spacing is then $2^{-16}$ or $2^{-15}$ hartree, about $0.4$ or $0.8$ meV.

Whether $53$ meV matters depends on the quantity sought. The formation energy of a neutral vacancy in this cell is $E_{63}-\tfrac{63}{64}E_{64}$, where the subscripts count the atoms. Both cells have the same spacing, so the storage error is at most
\begin{equation}
\frac s2\left(1+\frac{63}{64}\right)=26.57\times1.984\ \text{meV}=52.7\ \text{meV}.
\end{equation}
Against a formation energy of roughly $3$ to $4$ eV this is less than $2\%$. The relative population of two configurations at $300$ K is more sensitive, because the thermal energy is only $25.85$ meV. An error of one full step, the upper bound for a difference, changes the Boltzmann factor by a factor of $\exp(53.15/25.85)=7.8$, and an error of $21.70$ meV, the rms value averaged over all differences, changes it by a factor of $2.3$; for the $20$ meV difference treated above the rms error of $25.7$ meV gives a factor of $2.7$. A relaxation that is to be judged by energy changes of $1$ meV per cell cannot be judged from the stored values at all, since they show either no change or at least $53$ meV.

The sampled errors and the full list of stored differences are given in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Hartree energy: 27.211386 eV
Cell energy used: -18500.0 hartree, atoms: 64
Interval of magnitude: 16384 to 32768 hartree
Interval per atom: 256 to 512 hartree
Step in single precision: 0.001953125 hartree
Step in single precision: 53.15 meV per cell
Step per atom: 0.830 meV
Half step (largest rounding error): 26.57 meV
Step if stored in rydberg: 53.15 meV
Step if stored in eV: 31.25 meV
Distinct stored values in 1 hartree, ends included: 513
Sampled largest error, one energy: 26.57 meV
Sampled rms error, one energy: 15.36 meV
Formula s/sqrt(12): 15.34 meV
Sampled largest error, difference: 52.99 meV
Sampled rms error, difference: 21.69 meV
Formula s/sqrt(6): 21.70 meV
Small true difference d: 20.0 meV
Sampled fraction stored as one step: 0.376
Formula d/s: 0.376
Sampled mean stored difference: 20.0 meV
Sampled rms error for d: 25.7 meV
Formula sqrt(d(s-d)): 25.7 meV
Step in double precision: 9.90e-11 eV
Largest error, reference subtracted first: 0.405 ueV
Bound 2^-26 hartree: 0.405 ueV
Largest error, reference subtracted after: 26.57 meV
Shift of second start: -0.0007 hartree = -19.05 meV
Differences in meV: true, stored (start on grid), stored (shifted)
     0.0     0.00     0.00
    10.0     0.00     0.00
    20.0     0.00     0.00
    30.0    53.15     0.00
    40.0    53.15     0.00
    50.0    53.15    53.15
    60.0    53.15    53.15
    70.0    53.15    53.15
    80.0   106.29    53.15
    90.0   106.29    53.15
   100.0   106.29   106.29
Thermal energy at 300 K: 25.85 meV
Boltzmann weight factor for an error of one step: 7.8
Si atom, UHF/uncontracted cc-pVDZ: -288.850 hartree
MP2 correlation per atom: -0.211 hartree
Scalar relativistic shift per atom: -0.604 hartree
Rough binding, 5 eV per atom: -0.184 hartree
64 times UHF atom: -18486.4 hartree
64 atoms with the three corrections: -18550.3 hartree
\end{verbatim}
